# Thermal Runaway of a Voltage-Biased Contact with Arrhenius Current

## Problem

A metal-semiconductor contact is held at a fixed voltage $V$. Its current rises with the contact temperature $T$ as

$$I(T)=I_\infty\,e^{-E/k_BT},$$

where the activation energy $E$ and the prefactor $I_\infty$ do not depend on $T$. The electrical power $VI$ heats the contact, and the heat leaves through a constant thermal resistance $R$ to surroundings at $T_0$. The contact has one uniform temperature.

(a) Find the condition for a steady state, and determine how many steady states exist at each voltage.

(b) The voltage is raised slowly from zero. For $E=0.5$ eV and $T_0=300$ K, show that steady operation is lost at a contact temperature near 317 K. State precisely what is lost, and for which activation energies such a loss occurs.

(c) Determine the stability of the steady states, and describe the approach to the loss of operation and the motion just beyond it.

(d) A rectifier blocking a reverse voltage has a leakage of 2 mA at 300 K and $R=100$ K/W. Find the voltage, current and power at which steady operation is lost.

(e) Estimate how the temperature and the voltage in (d) change when the main simplifications are removed.

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with $k_B$ kept explicit. Numbers are given in the units customary for devices.

## Solution

### (a) Steady states

In a steady state the heat produced equals the heat removed:

$$VI_\infty e^{-E/k_BT}=\frac{T-T_0}{R}.$$

Define the temperatures $\Theta=E/k_B$ and $G=RVI_\infty$. Multiplying the balance by $R\,e^{\Theta/T}$ puts everything that depends on $T$ on one side:

$$g(T)\equiv (T-T_0)\,e^{\Theta/T}=G. \tag{1}$$

At fixed $I_\infty$ and $R$, the level $G$ is proportional to the voltage. The steady states are the points where the curve $g(T)$ crosses this level. Since $G>0$, they all lie above $T_0$.

The shape of $g$ follows from its logarithm, $\ln g=\ln(T-T_0)+\Theta/T$:

$$\frac{d\ln g}{dT}=\frac{1}{T-T_0}-\frac{\Theta}{T^2}
=\frac{T^2-\Theta T+\Theta T_0}{T^2(T-T_0)}. \tag{2}$$

The denominator is positive for $T>T_0$, so the sign is that of the quadratic in the numerator. Its roots are

$$T_\pm=\frac{\Theta}{2}\left[1\pm\sqrt{1-\frac{4T_0}{\Theta}}\,\right]. \tag{3}$$

They are real and distinct if $\Theta>4T_0$, that is, if $E>4k_BT_0$. At $T=T_0$ the quadratic equals $T_0^2>0$, and its minimum lies at $\Theta/2>2T_0$. Both roots therefore lie above $T_0$.

In this case $g$ starts from zero at $T_0$, rises to a maximum at $T_-$, falls to a minimum at $T_+$, and then rises without limit, because $e^{\Theta/T}\to1$ at high temperature. The number of steady states is therefore:

- one for $0<G<g(T_+)$;
- three for $g(T_+)<G<g(T_-)$;
- one for $G>g(T_-)$.

At the two boundary levels a pair of solutions coincides.

If $E<4k_BT_0$, the quadratic has no real root and $g$ rises throughout. There is then one steady state at every voltage, and it moves continuously upward with $V$. At equality the curve has a horizontal tangent at $T=2T_0$ but no falling part, so again no solution is lost.

### (b) What is lost, and where

At small voltage the contact sits just above $T_0$, on the first rising part of $g$. As $V$ grows, this cold solution moves up the curve until it reaches the maximum. There it merges with the middle solution, and for larger $V$ neither exists. The fold temperature is thus the smaller root in (3):

$$T_f=\frac{\Theta}{2}\left[1-\sqrt{1-\frac{4T_0}{\Theta}}\,\right]. \tag{4}$$

It contains neither $R$ nor $I_\infty$. Those quantities set the voltage at which the fold is reached.

For $E=0.5$ eV, $\Theta=5802.3$ K. Then $4T_0/\Theta=1200/5802.3=0.2068$, the square root is $0.8906$, and

$$T_f=2901.15\ \text{K}\times(1-0.8906)\approx 317.4\ \text{K}.$$

This corresponds to $k_BT_f=0.02735$ eV. A search that does not use the derivative condition gives the same result. It looks for the voltage at which the smallest value of heating minus cooling between 300 and 400 K reaches zero, and finds the contact point at 317.358 K, in agreement with (4) to the printed digits.

The loss concerns the cold, usable state. The equations still have a solution beyond the fold, because the assumed current cannot exceed $I_\infty$. At the threshold this remaining solution lies near $1.5\times10^9$ K. No contact exists at such a temperature, so the solution has no physical meaning. The statement "no steady state exists" is false for the literal model, whereas "the steady state reached from zero voltage ceases to exist" is true.

The rise above ambient has a simple form. Setting the numerator of (2) to zero gives

$$T_f-T_0=\frac{T_f^2}{\Theta}=\frac{k_BT_f^2}{E}. \tag{5}$$

For $T\ll\Theta$, the quantity $T^2/\Theta$ is the temperature increase that multiplies the current by about $e$, since $d\ln I/dT=\Theta/T^2$. The cold state is lost when self-heating has raised the contact by one such increment.

For a high barrier, put $a=T_0/\Theta$ and use $\sqrt{1-4a}=1-2a-2a^2-4a^3-\dots$ in (4):

$$T_f=\Theta\,(a+a^2+2a^3+\dots)=T_0\,(1+a+2a^2+\dots),$$

$$T_f-T_0\simeq\frac{k_BT_0^2}{E}+\frac{2k_B^2T_0^3}{E^2}.$$

The first term gives 15.5 K and the two together 17.1 K, against 17.4 K from the full expression. In the opposite limit, $E\to4k_BT_0$ from above, the fold moves to $2T_0$ and then vanishes. At 300 K this limiting energy is 0.1034 eV. Sampling $g$ between 300.1 and 3000 K confirms the condition: a falling part is present for $E$ 2% above the limit and absent for $E$ 2% below it.

### (c) Stability and motion near the fold

Let $C$ be the heat capacity of the contact region, taken as constant, and $\tau=RC$. Out of balance,

$$C\frac{dT}{dt}=VI(T)-\frac{T-T_0}{R}.$$

Multiply by $R$ and write $T=T_s+\delta$, where $T_s$ is a steady state. To first order in $\delta$, using $dI/dT=I\,\Theta/T^2$,

$$\tau\frac{d\delta}{dt}=\left[RVI(T_s)\frac{\Theta}{T_s^2}-1\right]\delta
=\left[\frac{\Theta(T_s-T_0)}{T_s^2}-1\right]\delta. \tag{6}$$

The second form follows from the steady balance $RVI(T_s)=T_s-T_0$. Comparison with (2) shows that the bracket equals $-(T_s-T_0)\,d\ln g/dT$. A steady state is therefore stable where $g$ rises and unstable where it falls: the cold state is stable and the middle one unstable.

At 90% of the threshold voltage the cold state lies at 310.32 K. Equation (6) gives a return rate of

$$1-\frac{5802.3\times10.32}{310.32^2}=0.378$$

per $\tau$, compared with one per $\tau$ without self-heating. The middle state at the same voltage lies at 327.46 K, about 17 K higher. It marks the limit of recovery from a brief disturbance. When the heating equation is integrated from 1 K below the middle state, the contact returns to the cold state; from 1 K above, it runs past 400 K. A contact can thus be lost below threshold if a transient heats it far enough.

The behaviour near the fold follows from a second-order expansion. Let $\Delta=T_f-T_0$, $V=(1+\epsilon)V_f$ and $T=T_f+\delta$, where $V_f$ is the voltage at the fold. The heating term $H=RVI$ equals $\Delta$ at the fold, and its first derivative there is one, which cancels the slope of the cooling term. Its second derivative is

$$\frac{d^2H}{dT^2}=H\left[\left(\frac{\Theta}{T^2}\right)^2-\frac{2\Theta}{T^3}\right]
=\frac{1}{\Delta}\left(1-\frac{2\Delta}{T_f}\right)\equiv\frac{b}{\Delta},$$

where (5) was used in the form $\Theta/T_f^2=1/\Delta$. Here $b=1-2(17.36)/317.4=0.891$. To leading order,

$$\tau\frac{d\delta}{dt}=\epsilon\Delta+\frac{b}{2\Delta}\,\delta^2. \tag{7}$$

Below threshold, $\epsilon=-x$ with $x=1-V/V_f>0$. The right-hand side vanishes at $\delta=\pm\Delta\sqrt{2x/b}$, and the lower sign is the cold state. Its distance from the fold shrinks as the square root of the remaining voltage margin, so $dT/dV$ diverges at the threshold. For $x=0.02$ the estimate is 3.7 K; the full balance puts the cold state at 313.94 K, which is 3.4 K below the fold. Half the threshold voltage gives 303.85 K. A contact at half its threshold thus shows less than a quarter of the temperature rise it will have at the fold.

Above threshold, $\epsilon>0$, the right-hand side of (7) is positive for every $\delta$ and the temperature keeps rising. Heating and cooling nearly cancel around $T_f$, so the passage is slow. Integrating (7) over all $\delta$, with $\int d\delta/(p+q\delta^2)=\pi/\sqrt{pq}$, gives

$$t\simeq\tau\int_{-\infty}^{\infty}\frac{d\delta}{\epsilon\Delta+b\delta^2/2\Delta}
=\frac{\pi\tau}{\sqrt{\epsilon b/2}}.$$

For $\epsilon=0.02$ this is $33\,\tau$. Integration of the full equation from 300 K reaches 400 K after $30\,\tau$. Part of the difference comes from the infinite lower limit: the stretch below the true starting point, $\delta<-\Delta$, adds about $2\tau/b\approx2.2\,\tau$. The rest comes from the higher terms of the expansion and the finite end point. In this model, a contact slightly above threshold can therefore look almost steady for many thermal time constants before it runs away.

### (d) The rectifier

Since $I_\infty$ is fixed by the leakage at 300 K, the current at the fold is

$$I(T_f)=2.00\ \text{mA}\times\exp\left[5802.3\left(\frac1{300}-\frac1{317.358}\right)\right]
=5.76\ \text{mA}.$$

The power follows from the rise and the thermal resistance alone:

$$P_f=\frac{T_f-T_0}{R}=\frac{17.358\ \text{K}}{100\ \text{K/W}}=173.6\ \text{mW},$$

and the threshold voltage is

$$V_f=\frac{T_f-T_0}{R\,I(T_f)}=\frac{0.1736\ \text{W}}{5.76\times10^{-3}\ \text{A}}\approx30.1\ \text{V}. \tag{8}$$

Equation (8) separates two kinds of variability. Two contacts with the same $E$, $T_0$ and $R$ but different leakage prefactors lose steady operation at the same temperature, while their threshold voltages are inversely proportional to their leakage at 300 K. With the leakage held fixed, the threshold is likewise inversely proportional to $R$.

The ambient temperature matters far more. For the same device at $T_0=350$ K, equation (4) gives $T_f=374.1$ K, and the threshold falls from 30.1 V to 2.6 V. The permitted rise has grown to 24 K, but the leakage has grown much more. Any other constant heat source of power $P_x$ in the same contact acts in the same way. The balance becomes $T-T_0=R(VI+P_x)$, which is the original problem with $T_0$ replaced by $T_0+RP_x$. With $R=100$ K/W, an additional 0.5 W is equivalent to the 350 K ambient.

### (e) What the model leaves out

At a fold the voltage is stationary along the curve of steady states. Differentiating the balance $T-T_0=R(T)\,V\,I(T,V)$ along this curve with $dV/dT=0$ gives $1=V\,\partial(RI)/\partial T$ at fixed $V$. Division by the balance yields

$$(T_f-T_0)\left.\frac{\partial\ln (RI)}{\partial T}\right|_V=1. \tag{9}$$

This generalizes (5). A steeper temperature dependence lowers the fold temperature, and a weaker one raises it. In the comparisons below, the 2 mA and 0.5 eV refer to a contact without an electric field at the barrier, and the ambient is 300 K.

**Prefactor and thermal resistance.** Thermionic emission has a prefactor proportional to $T^2$, which adds $2/T$ to the logarithmic derivative. With the current at 300 K held fixed and 0.5 eV taken as the barrier height, the fold moves to 315.5 K and 27.1 V. If 0.5 eV is instead the slope of $\ln I$ against $1/k_BT$ near 300 K, it already contains $2k_BT$, the barrier is 0.448 eV, and the fold hardly moves (317.2 K and 30.0 V). A thermal resistance growing as $T^{1.3}$, a rough exponent for heat flow through a semiconductor, gives 316.1 K and 28.1 V. The latter treats the whole heat path as semiconductor at the contact temperature, which does not describe a packaged device. A silicon chip 0.3 mm thick with the area of 4.6 mm$^2$ found below contributes only about 0.4 of the 100 K/W, and scaling that share alone leaves the fold at 317.35 K and 30.1 V. Where the path ends in air, the resistance falls as the contact heats and the shift has the opposite sign. Heat loss growing as $(T-T_0)^{1.25}$, as in natural convection, and matched to 100 K/W at a rise of 17.4 K, gives 322.4 K and 31.1 V.

**Image force.** A carrier at distance $x$ from the metal has the potential energy $-1/(4\varepsilon_rx)-Fx$ relative to the bare barrier, where $F$ is the field and $\varepsilon_r$ the relative permittivity. The maximum lies where $1/(4\varepsilon_rx^2)=F$, and the barrier is lowered by $\sqrt{F/\varepsilon_r}$. For uniform doping $N$ and a depletion width $w$, Gauss's law gives the peak field $F=4\pi Nw/\varepsilon_r$, and the voltage is $V=Fw/2$ if the built-in voltage is neglected. Eliminating $w$,

$$F=\sqrt{\frac{8\pi NV}{\varepsilon_r}}.$$

With the rough values $N=5\times10^{15}$ cm$^{-3}$ and $\varepsilon_r=12$, the fold moves to 318.9 K and 8.0 V, where the lowering is 0.036 eV. The temperature changes little because the barrier changes by only 7%. The voltage changes strongly because the lowering enters the current through $\exp(0.036/0.0275)\approx3.7$.

**Tunnelling.** A carrier at energy $u$ below the top of a triangular barrier crosses a length $u/F$. For mass $m$ the WKB exponent is

$$2\int_0^{u/F}\!\sqrt{2m(u-Fx)}\,dx=\frac{4\sqrt{2m}}{3F}\,u^{3/2}.$$

Weighting by the Boltzmann factor, with $y=u/k_BT$ and full transmission above the barrier, multiplies the thermionic current by

$$1+\int_0^\infty e^{\,y-cy^{3/2}}dy,\qquad c=\frac{4\sqrt{2m}\,(k_BT)^{3/2}}{3F}.$$

At fixed field $c$ grows with $T$, so this factor falls with $T$ and, by (9), the fold temperature rises. For $m=0.3$ the result is 318.7 K and 11.8 V.

**All four together.** The fold then lies at 316.0 K and 4.3 V. The temperature shifts partly cancel, while all four effects lower the voltage. Adding tunnelling through a triangular barrier to image-force lowering is a rough combination, because the image force also rounds the barrier. At the same depth below its top, the rounded barrier is wider than the triangle, so this combination overstates the tunnelling and gives too low a threshold voltage. With the WKB exponent $S$ of the rounded barrier the threshold is 5.5 V, and with the transmission $1/(1+e^{S})$, which behaves better near the top, it is 6.4 V. The fold temperature is 315.7 K in both cases. For these parameters, each of the four effects alone and all four together move the fold temperature by less than 2 K (convective cooling moves it by about 5 K), whereas the four together lower the threshold from 30 V to between 4 and 6.5 V, depending on the treatment of tunnelling. Values measured on a real contact already contain part of these field effects. Even at low voltage the built-in voltage produces a field. Since the lowering varies as $V^{1/4}$, a built-in voltage of 0.3 V gives about 0.016 eV, a sizeable part of the 0.036 eV found above. Starting from such measured values, the field effects reduce the threshold less than stated here: image-force lowering alone then gives about 12 V instead of 8 V. Values measured at a higher voltage already contain the image-force lowering at that voltage, so only its further growth up to the threshold should be added. If 2 mA and 0.5 eV refer to 10 V, image-force lowering gives 22 V; if they refer to 30 V, the threshold stays at 30 V.

**Smaller effects.** A series resistance of 1 ohm drops 5.76 mV at the fold, about 0.02% of the bias. The Boltzmann factor $e^{-E/k_BT_f}$ is about $10^{-8}$, so degeneracy corrections at the barrier top are negligible. An anisotropic mass changes the thermionic prefactor, and hence the voltage for a given area. With a voltage-independent barrier and no tunnelling this leaves $T_f$ unchanged; when tunnelling is included, the mass also affects $T_f$.

**Comparison with real rectifiers.** The parameters are rough values for a packaged low-barrier Schottky rectifier. The barrier of 0.5 eV is towards the low end for such devices, which favours leakage heating for a given contact area. Free-electron thermionic emission at this barrier would need an area of 4.6 mm$^2$ to supply 2 mA at 300 K, a plausible size for a power chip. The peak field at 30.1 V is 0.21 MV/cm, about half of a rough breakdown field of 0.4 MV/cm, so for a uniform junction runaway comes before breakdown in this example. Avalanche multiplication is nevertheless not negligible at this field. With ionization coefficients for silicon it raises the leakage at 30 V by about 8% and lowers the threshold of (d) to about 28 V; at 8 V and below it is negligible. Of the simplifications examined here, the assumption that leakage is independent of voltage affects the threshold most: image-force lowering alone reduces the calculated threshold from 30 V to 8 V when the leakage is specified at zero field. If the leakage is specified at a bias near the threshold, this reduction largely disappears. Field crowding at edges and uneven heating are not included, and their effect has not been estimated here. Within the model, a steady contact temperature below $T_f$ is necessary for stable operation on the cold branch, but it does not guarantee safety, since a transient can heat the contact from there past the middle state. The numerical output below lists the values used.

## Numbers as computed

```
Activation energy: 0.50 eV
Ambient temperature: 300 K
Thermal resistance: 100 K/W
Leakage at 300 K: 2.00 mA
Theta = E/k: 5802.3 K
Smallest E with a fold, 4kT0: 0.1034 eV
Fold temperature, formula: 317.358 K
Fold temperature, search: 317.358 K
kT at the fold: 0.02735 eV
Temperature rise at the fold: 17.358 K
Rise, first term: 15.511 K
Rise, two terms: 17.115 K
Threshold voltage: 30.133 V
Current at the fold: 5.760 mA
Power at the fold: 173.58 mW
Upper turning point: 5484.9 K
Formal hot solution at threshold: 1.513e+09 K
Steady states at 5e-6, 0.9, 1.1 of threshold: [1, 3, 1]
Cold state at 0.50 of threshold: 303.85 K
Cold state at 0.90 of threshold: 310.32 K
Cold state at 0.98 of threshold: 313.94 K
Middle state at 0.90 of threshold: 327.46 K
Return rate at 0.90 of threshold: 0.3783 per tau
Time to 400 K at 1.02 of threshold: 30.05 tau
Doping, rough: 5.0e+15 cm^-3
Relative permittivity, rough: 12
Tunnelling mass, rough: 0.3 electron masses
Thermal resistance exponent, rough: 1.3
Area implied by free-electron emission: 4.64 mm^2
Fold with image-force lowering: 318.90 K, 8.01 V
Fold with tunnelling: 318.67 K, 11.82 V
Fold with T^2 prefactor: 315.47 K, 27.09 V
Fold with rising thermal resistance: 316.08 K, 28.08 V
Fold with all four together: 315.96 K, 4.29 V
Barrier lowering at its own fold: 0.0363 eV
Peak field at model threshold: 0.213 MV/cm
Breakdown field, rough: 0.4 MV/cm
Peak field / breakdown field: 0.53
Series resistance, rough: 1.0 ohm
Series voltage drop at the fold: 5.76 mV
Boltzmann factor at the fold: 1.15e-08
Fold temperature for 350 K ambient: 374.12 K
Threshold for 350 K ambient: 2.614 V
```
